# Factor-group analysis of the Raman-active modes of Pnma NiSi

**Question**

I am trying to find the Raman-active modes of NiSi from its crystal structure. The space group is Pnma, with four Ni and four Si per primitive cell, each species on a 4c site $(x,\tfrac14,z)$. Eight atoms give 24 zone-centre modes, but I am stuck on dividing them among the species of $D_{2h}$.

Almost all my characters come out as zero, which makes me suspect that I am mishandling the screw axes and glide planes. I also get different numbers of $B_{1g}$ and $B_{2g}$ modes when I use the Pbnm setting. How many Raman-active modes are there of each species, which atoms move in them, and what would a thin film change?

**Answer**

Your zeros are right: most operations move every atom to a different site. The difference between settings is a relabelling of axes.

I take a perfect, non-magnetic crystal, harmonic vibrations at wavevector $q=0$, and first-order, non-resonant Raman scattering. Let $x,y,z$ lie along $a,b,c$ of Pnma. The species $B_{1g},B_{2g},B_{3g}$ transform as $xy,xz,yz$, and $\sigma_y$ denotes the mirror normal to $y$.

**1. Where the atoms go**

At $q=0$, atoms that differ by a lattice translation move identically, so positions are compared modulo lattice vectors. Four of the eight operations are

- $E:\ (x,y,z)$
- $C_{2z}:\ (\tfrac12-x,\,-y,\,z+\tfrac12)$
- $C_{2y}:\ (-x,\,y+\tfrac12,\,-z)$
- $C_{2x}:\ (x+\tfrac12,\,\tfrac12-y,\,\tfrac12-z)$

The other four follow on multiplying by the inversion $i$. Applied to $(x,\tfrac14,z)$, the four listed operations give

$$
\begin{aligned}
1&:(x,\tfrac14,z), & 2&:(\tfrac12-x,\tfrac34,z+\tfrac12),\\
3&:(-x,\tfrac34,-z), & 4&:(x+\tfrac12,\tfrac14,\tfrac12-z).
\end{aligned}
$$

These are distinct: atoms 1 and 4 differ from 2 and 3 in height $y$, and within each pair the $x$ coordinates differ by $\tfrac12$, which no lattice vector removes.

The remaining operations produce no new atoms. Inversion takes atom 1 to 3, $\sigma_z$ takes it to 4, and $\sigma_x$ takes it to 2. The mirror $\sigma_y:(x,\tfrac12-y,z)$ returns it to itself, because $\tfrac12-\tfrac14=\tfrac14$. The site group of atom 1 is therefore $\{E,\sigma_y\}$. The other atoms have the same one, since the operations commute modulo lattice translations.

**2. The characters**

An atom that moves to another site contributes only off-diagonal blocks to the $24\times24$ displacement matrix. An atom that returns to its own site contributes the trace of the $3\times3$ rotation matrix $R$. Hence

$$\chi(R)=N_{\rm fixed}(R)\,\mathrm{tr}\,R .$$

For the identity, $\chi(E)=8\times3=24$. For the mirror, $\mathrm{tr}\,\sigma_y=1-1+1=1$, so $\chi(\sigma_y)=8\times1=8$. For the other six operations $N_{\rm fixed}=0$ and the character vanishes.

**3. The reduction**

Character orthogonality gives the number of times species $\Gamma$ occurs:

$$
n_\Gamma=\frac18\sum_R\chi_\Gamma(R)\chi(R)
=\frac{24+8\chi_\Gamma(\sigma_y)}8=3+\chi_\Gamma(\sigma_y).
$$

Since $\sigma_y$ reverses $y$ alone, $\chi_\Gamma(\sigma_y)$ can be read from a function that carries each species:

- It is $+1$ for $A_g$ ($x^2$), $B_{2g}$ ($xz$), $B_{1u}$ ($z$) and $B_{3u}$ ($x$), so $n_\Gamma=4$.
- It is $-1$ for $B_{1g}$ ($xy$), $B_{3g}$ ($yz$), $A_u$ ($xyz$) and $B_{2u}$ ($y$), so $n_\Gamma=2$.

The full decomposition is

$$
\Gamma=4A_g+2B_{1g}+4B_{2g}+2B_{3g}+2A_u+4B_{1u}+2B_{2u}+4B_{3u}.
$$

The three rigid translations transform as $z,y,x$, that is, as $B_{1u}+B_{2u}+B_{3u}$. Removing them leaves 21 optical modes: 12 even ones, $2A_u$, and $3B_{1u}+B_{2u}+3B_{3u}$. The last seven are dipole-allowed by symmetry, though free carriers in metallic NiSi screen their dipoles.

**4. Which modes are Raman active?**

To first order in a normal coordinate $Q$, the polarizability changes by $a_{ij}Q$, with $a_{ij}=\partial\alpha_{ij}/\partial Q$. Every $R$ here is diagonal, with entries $R_i=\pm1$. An operation turns $Q$ into $\chi_\Gamma(R)Q$ and multiplies $\alpha_{ij}$ by $R_iR_j$. Both descriptions must agree:

$$a_{ij}\chi_\Gamma(R)=R_iR_ja_{ij}.$$

Thus $a_{ij}$ can be nonzero only if $\chi_\Gamma(R)=R_iR_j$ for every operation. Under inversion $R_iR_j=(-1)(-1)=1$, which excludes all odd modes. The even species have these components:

- $A_g$: $xx,yy,zz$
- $B_{1g}$: $xy$
- $B_{2g}$: $xz$
- $B_{3g}$: $yz$

The Raman-active modes are therefore

$$\boxed{4A_g+2B_{1g}+4B_{2g}+2B_{3g}},\qquad 4+2+4+2=12.$$

"Active" means allowed; symmetry does not say that a line is strong.

**5. What moves**

Let $s_g$ be the displacement of atom $g$ along axis $i$, where rotation $g$ carries atom 1 to atom $g$. The operation delivers $R_{g,i}s_1$ to that atom. For a pattern of species $\Gamma$, this must equal $\chi_\Gamma(g)s_g$. Since $\chi_\Gamma(g)^2=1$,

$$s_g=\chi_\Gamma(g)R_{g,i}s_1.$$

The mirror $\sigma_y$ returns atom 1 to itself, so a nonzero $s_1$ also requires $R_i=\chi_\Gamma(\sigma_y)$ for that mirror. This allows only $x$ and $z$ motion when $\chi_\Gamma(\sigma_y)=+1$, and only $y$ motion when it is $-1$. With $s_1=+1$, the signs on atoms 1 to 4 are

- $A_g$: $x(+,-,-,+)$ and $z(+,+,-,-)$
- $B_{1g}$: $y(+,-,-,+)$
- $B_{2g}$: $x(+,+,-,-)$ and $z(+,-,-,+)$
- $B_{3g}$: $y(+,+,-,-)$

Each pattern occurs once for Ni and once for Si, which reproduces the counts. $A_g$ and $B_{2g}$ modes move atoms within the mirror planes; $B_{1g}$ and $B_{3g}$ modes move them along $b$. An actual normal mode is a mixture of the patterns of its species, with proportions set by masses and forces.

The total of twelve has a simple origin. Inversion exchanges atoms in pairs, so half of the 24 coordinates can be made even and half odd. If Ni sat instead on the inversion centres 4a, an even displacement would have to satisfy $\mathbf u=-\mathbf u=0$. Only Si would contribute, giving $2+1+2+1=6$ Raman modes.

**6. Why Pbnm gives other labels**

Take the Pbnm axes as $(a',b',c')=(c,a,b)$, so $x'=z$, $y'=x$, $z'=y$. Then $x'y'=zx$, $x'z'=zy$ and $y'z'=xy$. The old $B_{2g},B_{3g},B_{1g}$ become the new $B_{1g},B_{2g},B_{3g}$, and the count reads $4A_g+4B_{1g}+2B_{2g}+2B_{3g}$. The vibrations are unchanged.

**7. A numerical example**

I used rough cell lengths of 0.52, 0.33 and 0.56 nm, with $(x,z)=(0.01,0.19)$ for Ni and $(0.18,0.58)$ for Si. Central springs of stiffness $80(0.24\,\mathrm{nm}/r)^6$ N/m join atoms closer than 0.40 nm. The even frequencies, in cm$^{-1}$, are

- $A_g$: 217.6, 261.7, 384.4, 467.3
- $B_{1g}$: 170.1, 455.9
- $B_{2g}$: 244.1, 302.6, 447.9, 465.9
- $B_{3g}$: 264.1, 392.1

The geometry resembles NiSi, but the springs are not fitted to it, so these are not predicted line positions. They do show why twelve allowed modes need not appear as twelve resolved peaks: the closest two, $B_{2g}$ and $A_g$ near 466 cm$^{-1}$, are 1.4 cm$^{-1}$ apart. Which pair comes closest depends on the parameters: with a 0.35 nm cutoff it is a $B_{1g}$ and an $A_g$ mode near 453 cm$^{-1}$, less than 2 cm$^{-1}$ apart.

Polarization can separate such a pair. In backscattering along $b$, with polarizations along $a$ or $c$, parallel polarizations select $A_g$ and crossed ones select $B_{2g}$. Backscattering along $c$ or $a$ likewise gives $B_{1g}$ or $B_{3g}$ in crossed polarization.

Alignment matters. Let the crystal be turned by $\theta$ about $c$, with light along $c$. A $B_{1g}$ tensor with $a_{xy}=a_{yx}=d$ then has the parallel amplitude

$$d\cos\theta\sin\theta+d\sin\theta\cos\theta=d\sin2\theta .$$

At $\theta=5^\circ$, the unwanted intensity is $\sin^2 10^\circ=3.0\%$ of the aligned crossed intensity.

**8. What changes in a film?**

*Finite wavevector.* A 20 nm thickness suggests $q\approx\pi/20=0.157$ nm$^{-1}$. This exceeds the optical estimate $4\pi|n+ik|/\lambda=0.076$ nm$^{-1}$ for 532 nm light, with assumed constants $n=2.0$, $k=2.5$. For plane waves at the larger $q$ along the three crystal axes, the spring model's optical frequencies shift by at most 0.55 cm$^{-1}$; at twice that $q$, the next standing wave of the film, the shift reaches 1.9 cm$^{-1}$. Yet the largest parity mixing is 25% of a mode's weight. It occurs between a $B_{1g}$ and a $B_{3u}$ mode that happen to lie only about 0.5 cm$^{-1}$ apart in this model, so the figure is not a prediction for NiSi. It does show that a small frequency shift does not guarantee nearly pure parity. This is a bulk plane-wave estimate, not a calculation of a film with surfaces, and it does not give the Raman intensity of the mixed modes.

*Shear strain.* An $xy$ shear preserves the operations with $R_xR_y=1$: $E,C_{2z},i,\sigma_z$. It lets $A_g$ mix with $B_{1g}$, and $B_{2g}$ with $B_{3g}$. For a strain component of 0.5%, with the atoms carried along uniformly and not relaxed within the strained cell, the model's largest admixture of another species, taken over all optical modes, even and odd, is 8.1% of a mode's weight, found in the $B_{1g}$ mode near 455 cm$^{-1}$, which takes on $A_g$ character. This figure updates only the stiffness and direction of each spring; adding the tension that the strained springs carry raises it to about 10.5%, or about 9% once the atoms relax, so it is good only to roughly 10%. Inversion survives, so there are still twelve even modes.

*Temperature.* At 300 K the model's rms Si displacement is about 0.010 nm, or roughly 4% of the shortest bond (0.229 nm). The count refers to first-order scattering from the mean structure; I have not estimated the second-order scattering.

*Substrate light.* The intensity depth is $\lambda/(4\pi k)=532/(4\pi\times2.5)=16.9$ nm. Neglecting reflection and interference, a round trip through the film transmits $e^{-40/16.9}=9.4\%$. The neglected terms matter: with interface reflections and interference at normal incidence, and a silicon index near 4.15, the substrate signal is about 17% of that from bare silicon. On silicon, the substrate's strong line, at roughly 520 cm$^{-1}$, can therefore enter the spectrum and must not be counted as a NiSi mode.

*Grains.* If the film is polycrystalline, the single-crystal assumption fails. For randomly oriented grains that scatter independently, let $\mathbf n$ be the incident polarization in a grain's axes. Averaging over directions gives $\langle n_x^2\rangle=\tfrac13$ and $\langle n_x^4\rangle=\tfrac15$. Squaring $n_x^2+n_y^2+n_z^2=1$ then gives $3\times\tfrac15+6\langle n_x^2n_y^2\rangle=1$, so $\langle n_x^2n_y^2\rangle=\tfrac1{15}$. For the $B_{1g}$ tensor $\mathsf a$ above,

$$
I_\parallel=\langle(2dn_xn_y)^2\rangle=\tfrac4{15}d^2,
$$

$$
I_\perp=\tfrac12\left[\langle|\mathsf a\mathbf n|^2\rangle-I_\parallel\right]
=\tfrac12\left[\tfrac23-\tfrac4{15}\right]d^2=\tfrac15d^2 .
$$

The factor $\tfrac12$ appears because the scattered intensity polarized perpendicular to $\mathbf n$ is shared equally, on average, between two directions. Thus $I_\perp/I_\parallel=\tfrac34$, whereas an aligned crystal viewed along $c$ has $I_\parallel=0$ for this mode. The same ratio holds for $B_{2g}$ and $B_{3g}$ after renaming axes, so polarization no longer tells these three species apart. The value $\tfrac34$ needs a symmetric tensor, $a_{xy}=a_{yx}$, which is assured only off resonance; NiSi absorbs at 532 nm, and an antisymmetric part would raise the ratio (to about 0.89 for $a_{yx}=a_{xy}/2$) without changing the mode count. The twelve modes remain allowed, but separating these three species by polarization calls for an oriented crystal or a textured film whose orientation is known.

The full set of computed values is in the numerical output below.

## Calculated quantities

```
Rough cell a, b, c (nm): 0.52 0.33 0.56
Ni site (fractional): 0.01 0.25 0.19
Si site (fractional): 0.18 0.25 0.58
Masses Ni, Si (u): 58.7, 28.1
Spring 80 N/m at 0.24 nm, scaling r^-6
Spring cutoff: 0.40 nm; shortest bond: 0.229 nm
E: fixed atoms 8, character 24
C2z: fixed atoms 0, character 0
C2y: fixed atoms 0, character 0
C2x: fixed atoms 0, character 0
i: fixed atoms 0, character 0
sigma_z: fixed atoms 0, character 0
sigma_y: fixed atoms 8, character 8
sigma_x: fixed atoms 0, character 0
Ag: total 4, acoustic 0, optical (cm^-1) 217.6 261.7 384.4 467.3
B1g: total 2, acoustic 0, optical (cm^-1) 170.1 455.9
B2g: total 4, acoustic 0, optical (cm^-1) 244.1 302.6 447.9 465.9
B3g: total 2, acoustic 0, optical (cm^-1) 264.1 392.1
Au: total 2, acoustic 0, optical (cm^-1) 226.5 351.8
B1u: total 4, acoustic 1, optical (cm^-1) 272.2 383.2 451.7
B2u: total 2, acoustic 1, optical (cm^-1) 402.2
B3u: total 4, acoustic 1, optical (cm^-1) 223.9 388.6 456.4
Ag Raman tensor components: xx yy zz
B1g Raman tensor components: xy
B2g Raman tensor components: xz
B3g Raman tensor components: yz
Ag, x signs on atoms 1-4: +1 -1 -1 +1
Ag, z signs on atoms 1-4: +1 +1 -1 -1
B1g, y signs on atoms 1-4: +1 -1 -1 +1
B2g, x signs on atoms 1-4: +1 +1 -1 -1
B2g, z signs on atoms 1-4: +1 -1 -1 +1
B3g, y signs on atoms 1-4: +1 +1 -1 -1
Raman-active modes: 12
Dipole-allowed optical modes: 7
Pbnm Ag, B1g, B2g, B3g: 4 4 2 2
Raman modes if Ni were on 4a: 6
Film 20 nm, light 532 nm, 300 K
Assumed optical constants n, k: 2.0, 2.5
Wavevector from light, film (nm^-1): 0.0756, 0.1571
Largest finite-q frequency shift: 0.554 cm^-1
Largest finite-q parity mixing: 24.7 %
Shear strain component xy: 0.5 %
Largest species mixing by shear: 8.1 %
Even modes under shear: 12
B1g leakage at 5 deg tilt: 3.02 %
Thermal rms displacement Ni, Si (nm): 0.0095, 0.0099
Si rms / shortest bond: 4.3 %
Optical intensity depth: 16.9 nm
Round-trip film transmission: 9.4 %
Closest Raman-line spacing: 1.36 cm^-1
```
